# One Fermi level solves the charge-neutrality equation for dilute defects

The Fermi level of an insulator such as hafnia can be calculated by adjusting it until the charges of defects, electrons and holes cancel. If this condition could hold at two Fermi levels, one set of formation energies would predict two sets of vacancy concentrations, and a numerical solver would return whichever its starting point favoured. The theorem below excludes this for dilute, independent defects in equilibrium. It does not say that the solution is insensitive to small errors, and the example shows that it can be extremely sensitive.

## Setting and assumptions

The algebra uses atomic units, so the elementary charge is 1. The temperature \(T\) is fixed and \(\beta=1/k_BT\). The Fermi level \(\varepsilon\) is measured from the valence-band edge. Defect species \(i\) has charge \(q_i\), site density \(N_i\), degeneracy \(g_i\) and concentration \(c_i\). The assumptions are as follows.

1. Defects exchange atoms with reservoirs at fixed chemical potentials and electrons with a reservoir at \(\varepsilon\).
2. Defects do not interact, and few sites are occupied by them.
3. The formation energy is \(E_i+q_i\varepsilon\), with \(E_i\) independent of \(\varepsilon\) and of all concentrations. The sign follows from electron counting: making a defect of charge \(q_i\) hands \(q_i\) electrons to the reservoir, each at energy \(\varepsilon\).
4. The valence and conduction bands have densities of states \(D_v,D_c\ge0\), neither identically zero, that grow more slowly than exponentially away from the gap. Electron and hole densities are then finite.

**Lemma 1 (dilute law).** Under these assumptions,
\[
c_i=N_ig_i\,e^{-\beta(E_i+q_i\varepsilon)} .
\]

*Proof.* Consider one site. The host atom has statistical weight 1, and defect state \(i\) has weight \(w_i=g_ie^{-\beta(E_i+q_i\varepsilon)}\). Let \(W=\sum_iw_i\) over the defect states of that site. Since sites are independent, the probability of state \(i\) is \(w_i/(1+W)\), and
\[
c_i=\frac{N_iw_i}{1+W}.
\]
Replacing \(1+W\) by 1 gives the lemma. The error, relative to the dilute value, is \(W/(1+W)<W\). \(\square\)

## The theorem

The net charge density is
\[
\rho(\varepsilon)=p(\varepsilon)-n(\varepsilon)+\sum_iq_ic_i(\varepsilon),
\]
where, with \(f=1/(1+e^{\beta(E-\varepsilon)})\),
\[
n=\int D_c f\,dE,\qquad p=\int D_v(1-f)\,dE .
\]

**Theorem.** Under assumptions 1–4, \(\rho\) is strictly decreasing, and \(\rho(\varepsilon)=0\) has exactly one real solution.

**Lemma 2 (defects).** No defect species adds a positive term to the slope of \(\rho\).

*Proof.* Differentiating the exponential gives \(dc_i/d\varepsilon=-\beta q_ic_i\). Multiplication by the charge gives
\[
\frac{d(q_ic_i)}{d\varepsilon}=-\beta q_i^2c_i\le0 .
\]
One factor \(q_i\) comes from the formation energy and the other from the charge carried, so their product has no sign left to choose. \(\square\)

Physically, a higher Fermi level makes positive defects more expensive and negative defects cheaper. Both changes make the material more negative. The order in which charge states become stable plays no part, so the result includes negative-\(U\) defects, whose intermediate charge state is never the most stable one.

**Lemma 3 (carriers).** The difference \(p-n\) is strictly decreasing.

*Proof.* Put \(x=\beta(E-\varepsilon)\), so that \(\partial x/\partial\varepsilon=-\beta\). Then
\[
\frac{\partial f}{\partial\varepsilon}
=\left[-\frac{e^x}{(1+e^x)^2}\right](-\beta)
=\beta f(1-f)>0,
\]
because \(1-f=e^x/(1+e^x)\). The growth condition on the bands permits differentiation under the integrals:
\[
\frac{d(p-n)}{d\varepsilon}
=-\beta\int(D_v+D_c)f(1-f)\,dE<0 .\qquad\square
\]

*Proof of the theorem.* Adding the two slopes gives \(d\rho/d\varepsilon=-\chi\), with
\[
\chi=\beta\left[\sum_iq_i^2c_i+\int(D_v+D_c)f(1-f)\,dE\right]>0 .
\]
The carrier term makes the inequality strict even if every defect is neutral. A strictly decreasing function has at most one zero.

For existence, let \(\varepsilon\to-\infty\). Since \(f\le e^{\beta(\varepsilon-E)}\),
\[
n\le e^{\beta\varepsilon}\int D_ce^{-\beta E}dE\to0 .
\]
Negative defects vanish because \(c_i\propto e^{\beta|q_i|\varepsilon}\). Positive defects contribute non-negative charge, and \(p\) grows as \(\varepsilon\) falls, so it stays above a positive number. Hence \(\rho>0\) for sufficiently low \(\varepsilon\). As \(\varepsilon\to+\infty\), holes and positive defects vanish by the same argument, while \(n\) stays above a positive number, so \(\rho<0\). Continuity supplies a zero between these limits. \(\square\)

Without charged defects, the theorem reduces to a unique solution of \(n=p\). With them, the sign of \(\rho\) at any trial level tells on which side the solution lies, so bisection from a bracket with opposite signs must approach it.

As a numerical test, 60 random sets of one to six species were drawn, with charges from \(-4\) to \(+4\) and temperatures from 600 to 1500 K. In each set \(\rho\) fell at every step of a scan running from 0.5 eV below the valence edge to 0.5 eV above the conduction edge, and changed sign once.

## When sites or dopant atoms are limited

The theorem does not place the solution inside the gap or in the dilute range. Both must be checked afterwards. Two changes of the model keep the monotonic behaviour.

**Proposition 1 (site blocking).** Let several states compete for the same \(N\) sites. Their total charge still does not increase with \(\varepsilon\).

*Proof.* The charge is \(Q=N\sum_iq_iw_i/(1+W)\). Since \(dw_i/d\varepsilon=-\beta q_iw_i\), the quotient rule gives
\[
\frac{dQ}{d\varepsilon}
=-\beta N\left[\frac{\sum_i q_i^2w_i}{1+W}
-\left(\frac{\sum_i q_iw_i}{1+W}\right)^2\right].
\]
The bracket is the variance of the charge on one site, with the host state counted as charge zero. A variance is non-negative. \(\square\)

Carriers again make the total slope strict. The existence proof also survives, because blocking can only reduce the concentrations that had to vanish.

**Proposition 2 (fixed dopant total).** Let species \(i\) contain \(m_i\ge0\) dopant atoms, and let the total density \(A=\sum_im_ic_i>0\) be fixed. Then \(\rho\) is still strictly decreasing.

*Proof.* The dopant chemical potential \(\mu\) is now an unknown:
\[
c_i=N_ig_ie^{-\beta(E_i+q_i\varepsilon-m_i\mu)} .
\]
At fixed \(\varepsilon\), \(\sum_im_ic_i\) rises strictly from zero to infinity with \(\mu\), so \(A\) determines one \(\mu\). Along a change of \(\varepsilon\),
\[
dc_i=\beta c_i(-q_i\,d\varepsilon+m_i\,d\mu).
\]
The condition \(\sum_im_i\,dc_i=0\) gives
\[
\frac{d\mu}{d\varepsilon}=\frac{\sum_i q_im_ic_i}{\sum_i m_i^2c_i}.
\]
Inserting this in \(\sum_iq_i\,dc_i\) yields the defect slope
\[
-\beta\left[\sum_i q_i^2c_i-\frac{(\sum_i q_im_ic_i)^2}{\sum_i m_i^2c_i}\right]\le0 .
\]
The inequality is that of Cauchy and Schwarz for the vectors \(q_i\sqrt{c_i}\) and \(m_i\sqrt{c_i}\). The carriers contribute a strictly negative slope. \(\square\)

Existence now needs an extra condition. The dopant-bearing species cannot carry a charge larger in magnitude than \(A\max|q_i/m_i|\), taken over \(m_i>0\). It suffices that each band can hold more compensating charge than this. Unbounded parabolic bands can; a narrow finite band might not.

## Sensitivity and screening

Add a small fixed charge density \(\delta\rho\). The new condition is \(\rho(\varepsilon+\delta\varepsilon)+\delta\rho=0\). Expanding about the old solution gives \(-\chi\,\delta\varepsilon+\delta\rho=0\), hence
\[
\delta\varepsilon=\frac{\delta\rho}{\chi}.
\]
A strict slope may still be tiny, and the solution is then unique but poorly determined.

An error in a formation energy acts similarly. Since \(\partial\rho/\partial E_i=-\beta q_ic_i\),
\[
\frac{d\varepsilon}{dE_i}=-\frac{\beta q_ic_i}{\chi}.
\]

The same \(\chi\) controls screening. An electrostatic potential \(\phi\) lowers electron energies by \(\phi\), so the Fermi level relative to the local bands becomes \(\varepsilon+\phi\). To first order \(\rho=-\chi\phi\). With relative permittivity \(\kappa\), Poisson's equation reads
\[
\phi''=-\frac{4\pi\rho}{\kappa}=\frac{\phi}{L^2},\qquad
L^2=\frac{\kappa}{4\pi\chi}.
\]
In a film of thickness \(d\) with equal small potentials \(\phi_s\) at both faces, the symmetric solution is \(\phi=\phi_s\cosh(x/L)/\cosh(d/2L)\), with \(x=0\) at the middle. Local neutrality is therefore a good approximation there only if \(d\gg L\).

## Example: lightly doped hafnia at 900 K

The parameters are round model inputs in the rough regime of hafnia. The gap is 5.6 eV, and the electron and hole masses are 1 and 2 electron masses. There are \(N_O=5.6\times10^{22}\) oxygen sites and \(N_M=2.8\times10^{22}\) metal sites per cm³. At \(\varepsilon=0\), oxygen vacancies of charge 0, +1 and +2 have energies 3.0, −0.6 and −4.4 eV and degeneracies 1, 2 and 1. A trivalent dopant on a metal site has energies 2.8 eV (neutral, degeneracy 2) and 3.3 eV (charge −1, degeneracy 1).

Suppose first that doubly charged vacancies balance negative dopants. Then
\[
2N_Oe^{-\beta(-4.4+2\varepsilon)}
=N_Me^{-\beta(3.3-\varepsilon)},
\]
with energies in eV. Taking logarithms and collecting the three terms in \(\varepsilon\) gives
\[
\varepsilon=\frac{3.3+4.4+0.07756\ln4}{3}=2.603\ \text{eV}.
\]
The full equation gives the same value to the five decimals printed, equal to 0.0956 hartree.

The formation energies of the two dominant defects there are 0.805 and 0.697 eV. Their concentrations are \(1.74\times10^{18}\) and \(3.48\times10^{18}\) cm⁻³, in the required ratio 1:2. The next largest charged density, that of singly charged vacancies, is \(6.85\times10^{11}\) cm⁻³. The slope follows from the two dominant species:
\[
\chi=\frac{4(1.739\times10^{18})+3.478\times10^{18}}{0.07756}
=1.35\times10^{20}\ \text{cm}^{-3}\,\text{eV}^{-1}.
\]
The net charge is \(+4.8\times10^{19}\) at 2.5 eV and \(-1.2\times10^{19}\) elementary charges per cm³ at 2.7 eV, which brackets the solution.

The vacancy and dopant site fractions are \(3\times10^{-5}\) and \(1.2\times10^{-4}\). Site blocking moves the Fermi level by about 0.002 meV. Below 2.2 eV the doubly charged vacancy energy is negative and the dilute law fails, but the solution lies above that range.

Larger corrections come from interactions and inputs:

- **Pairing.** A continuum Coulomb estimate with \(\kappa=25\) and a separation of 2.2 Å gives a dopant–vacancy binding of 0.52 eV. Including the pair, of charge +1 and with seven arrangements per metal site, puts 14% of the dopant in pairs and raises \(\varepsilon\) by 4.7 meV. The estimate is crude at atomic distance. The pair is one more species in the sum, so uniqueness is unaffected.
- **Screening attraction.** Around a charge \(q\), the screened potential minus the bare one tends to \(-q/(\kappa L)\) at the centre. Charging the defect gradually supplies a factor one half, so its energy falls by \(q^2/(2\kappa L)\): 9 meV for \(|q|=1\) and 36 meV for \(q=2\). The two-species formula then shifts by \((-9+36)/3=9\) meV. The dopant concentration rises by 26%, with \(L\) held at its uncorrected value. These are rough estimates, because a sphere of radius \(L\) contains on average only 0.7 defects, too few to form a smooth screening cloud.
- **Formation energies.** Raising all vacancy energies by 0.1 eV lowers \(\varepsilon\) by 0.033 eV. The sensitivity formula gives \(-2/(4+2)=-1/3\) per unit energy, since there are two dopants for each vacancy.

With the dopant total fixed instead at \(10^{19}\) cm⁻³, the model includes these pairs and neutral complexes of two dopants and one vacancy. Such a complex has 4.5 arrangements per oxygen site and twice the pair binding, less the Coulomb repulsion of dopants 3.5 Å apart. The unique solution is 2.585 eV, and 24% of the dopant is bound in pairs and two-dopant complexes together; the output line "Dopant share in complexes" counts both.

## Cooling with frozen defects

Now freeze the total vacancy density \(V\) and dopant density \(A\) of the first, reservoir-controlled case, without complexes, and cool to 300 K. Electrons are still assumed to equilibrate, and the energies are left unchanged. Proposition 2 applies separately to the two conserved groups.

Write \(V_0,V_1\) for the neutral and singly charged vacancies and \(A_0\) for the neutral dopants. Counting charge by subtraction from full ionization gives
\[
\rho=(2V-A)-V_1-2V_0+A_0+p-n .
\]
The frozen excess \(2V-A\) is \(6.85\times10^{11}\) cm⁻³. At 300 K, \(k_BT=0.02585\) eV. Suppose that \(V_1\) balances the excess while nearly all vacancies remain doubly charged. Their ratio is \(V_1/V=2e^{\beta(\varepsilon-3.8)}\), where 3.8 eV is \(-0.6+4.4\). Thus
\[
\varepsilon=3.8+0.02585\ln\frac{6.85\times10^{11}}{2(1.739\times10^{18})}
=3.40\ \text{eV},
\]
in agreement with the full solution. The slope is only \(2.7\times10^{13}\) cm⁻³ eV⁻¹, about five million times smaller than at the anneal.

Add \(10^{13}\) negative elementary charges per cm³, or 2.9 parts per million of the dopant density. The excess becomes \(-9.3\times10^{12}\) cm⁻³ and must be balanced by neutral dopants. From \(A_0/A\simeq2e^{\beta(0.5-\varepsilon)}\), with \(0.5=3.3-2.8\) eV,
\[
\varepsilon=0.5+0.02585\ln\frac{2(3.478\times10^{18})}{9.3\times10^{12}}
=0.85\ \text{eV}.
\]
The unique Fermi level has moved by 2.55 eV. The linear estimate \(\delta\rho/\chi\) gives a shift of only about \(-0.4\) eV, because \(\chi\) changes greatly along the way. In a thick sample, a predicted room-temperature Fermi level for such a nearly compensated model means little unless every fixed charge is known to this precision.

This conclusion relies on local neutrality, which at 300 K requires far more material than a thin film contains. The slope before the charge is added gives a screening length of about 7 µm. A uniform net charge of \(9.3\times10^{12}\) cm⁻³ needs a thickness of about 55 µm to bend the bands by 2.55 eV. In a 10 nm film whose faces are held at fixed potentials, the added charge changes the potential by only about \(10^{-7}\) V, so there the electrodes, not neutrality, set the Fermi level.

## Comparison with real films

The gap and permittivity used here are roughly those of hafnia, and 900 K is a plausible anneal temperature. The dopant fraction, about 0.01%, is far below the percent-level doping used in some ferroelectric hafnia films. At 1% doping, with full ionization and vacancy compensation at 900 K, the formula gives \(L=0.36\) nm, or 0.44 nm if the dopants are immobile. This is comparable with atomic spacings, so treating the defects as independent is no longer justified. In the lightly doped example at 900 K, \(L=3.2\) nm if vacancies and dopants are both exchanged with outside reservoirs, and 3.9 nm if only vacancies are exchanged and the dopants are fixed in place. With the first value, a 10 nm film retains 40% of a small surface potential at its middle, and about 34 nm is needed to reduce this to 1%. With immobile dopants the fractions at 10 and 34 nm are 52% and 2.6%; with dopants that move but keep their total, 54% and about 10%. Equal potentials at both faces require a net charge in the film, which redistribution alone cannot supply. If the vacancy total is conserved as well, only changes of charge state and carriers respond, and films of these thicknesses follow the surface potential almost completely. In a thin film this lightly doped, local neutrality can therefore fail: electrodes can shift the Fermi level, relative to the bands, throughout its thickness. The shift at the middle grows more slowly than linearly only where a defect species can accumulate. With both species supplied from reservoirs and the full exponential concentrations in Poisson's equation, surface potentials of +0.2 and −0.2 V leave about +0.08 and −0.04 V at the middle of the 10 nm film, and +0.4 V leaves +0.12 V. With immobile dopants, a negative potential still draws vacancies in, and −0.2 V leaves about −0.05 V. A positive potential can only deplete them, so the charge saturates at the dopant density and the drop across the film is at most about 0.03 V: +0.2 V leaves +0.17 V and +0.4 V leaves +0.37 V. These are mean-field estimates: the defects are on average 5.8 nm apart, so such a film is only about two defect spacings thick and its local potential will vary from place to place. Slow charge exchange across the wide gap may also prevent the equilibrium assumed at 300 K.

## Where uniqueness can fail

Assumption 3 is essential to the proof. Consider donors of charge +1 that occupy a fraction \(x\) of their sites and attract one another, so that their formation energy falls by \(Jx\). Let mobile acceptors of charge −1, with the same site density, occupy a fraction \(e^{u-h}\), where \(u=\beta\varepsilon\) up to a constant. Carriers are neglected. With \(j=\beta J\), the donor occupation obeys
\[
\frac{x}{1-x}=e^{-h-u+jx}.
\]
Neutrality requires \(x=e^{u-h}\), or \(u=h+\ln x\). Substituting this and taking logarithms gives
\[
2\ln x-\ln(1-x)-jx=-2h .
\]
The left side has slope \(2/x+1/(1-x)-j\). By the Cauchy–Schwarz inequality the first two terms are at least \((\sqrt2+1)^2\simeq5.83\). For \(j\) below this value the solution is unique. For larger \(j\) the left side rises, falls and rises again, and a suitable \(h\) gives three solutions.

With \(h=2.425\) and \(j=8\) they are \(u=0.51\), 1.87 and 2.36; with \(j=0\) there is one, \(u=-0.04\). Neutrality no longer selects the state by itself. The middle solution, where the left side falls with \(x\), is a maximum of the free energy and therefore unstable; the free energies of the outer two must be compared. The donor energy depends on \(x\), which violates assumption 3, so the model does not contradict the theorem. The site fractions, 0.15, 0.57 and 0.94, are also far from dilute, so the model is only an illustration. If site blocking is applied to the acceptors too, the left side becomes \(2\ln[x/(1-x)]-jx\) and the threshold rises from 5.83 to 8. The parameters above then give a single solution, and three require \(j>8\). It shows that interactions which make \(E_i\) depend on concentration can remove its conclusion. The numerical output follows.

## Values computed for the example and the checks

```
Gap 5.6 eV; anneal 900 K; kT 0.07756 eV
Masses: electron 1.0, hole 2.0 m_e
Sites: oxygen 5.6e+22, metal 2.8e+22 cm^-3
Vacancy E at ef=0, q=0,+1,+2: [ 3.  -0.6 -4.4] eV
Dopant E at ef=0, q=0,-1: [2.8 3.3] eV
Degeneracies: vacancy [1. 2. 1.] dopant [2. 1.]
Random defect sets, each with one root: 60
Net charge at 2.4 eV: +6.444e+20 e/cm^3
Net charge at 2.5 eV: +4.798e+19 e/cm^3
Net charge at 2.6 eV: +3.427e+17 e/cm^3
Net charge at 2.7 eV: -1.195e+19 e/cm^3
Net charge at 2.8 eV: -4.437e+19 e/cm^3
Fermi level: 2.60251 eV = 0.095640 hartree
Two-species closed form: 2.60251 eV
Formation energies at root: [3.     2.0025 0.805  2.8    0.6975] eV
Vacancy 0, +1, +2: 8.891e+05, 6.850e+11, 1.739e+18 cm^-3
Dopant 0, -1: 1.172e+07, 3.478e+18 cm^-3
Electrons 2.138e+03, holes 9.849e+05 cm^-3
Slope chi: 1.345e+20 cm^-3/eV
Conduction edge above Fermi level: 38.6 kT
Site fractions: vacancy 3.11e-05, dopant 1.24e-04
Site-blocking shift: +0.00241 meV
Relative permittivity: 25
Pair binding, continuum estimate at 2.2 angstrom: 0.524 eV
Pairing shift: +4.66 meV
Dopant share in pairs: 14.2 %
Debye-Hueckel lowering, q=1 and 2: 8.99, 35.95 meV
Its Fermi shift +8.99 meV; dopant factor 1.261
Fermi shift for vacancy E +0.1 eV: -0.0333 eV
Screening length: 3.204 nm
Film 10 nm: surface potential left at middle 40.2 %
Thickness for 1 % left at middle: 34.0 nm
Screening length at 1 % dopant: 0.357 nm
Fixed dopant total: 1.0e+19 cm^-3
Fermi level, fixed total with complexes: 2.5853 eV
Dopant share in complexes: 23.7 %
Frozen totals: vacancy 1.739e+18, dopant 3.478e+18 cm^-3
Frozen excess 2V-A: 6.850e+11 cm^-3
Fermi level, frozen at 300 K: 3.4008 eV
Frozen slope chi there: 2.651e+13 cm^-3/eV
Added stray negative charge: 1.0e+13 e/cm^3 = 2.88 ppm of dopant
Frozen Fermi level with stray charge: 0.8496 eV
Attraction 0 kT, root u/kT: [-0.0442]
Attraction 8 kT, roots u/kT: [0.5093 1.8707 2.3611]
```
